\section*{When diffusivity-time products of extrinsic dopants add, and when they fail}

\section{A furnace step to be replaced}

A buried arsenic layer in silicon is to be annealed for two hours at 1200 K, and the step is to be replaced by a short one at 1400 K that leaves the same profile. How long should the hot step last? Equating the products of intrinsic diffusivity and time gives 25 s. Solving the diffusion equation for the layer treated below gives 65 s if the peak concentration is to be reproduced and 47 s if the edge of the layer is to be reproduced. No hot anneal does both.

The belief behind the first answer is that each anneal contributes a number $Dt$, that these numbers add, and that the final profile depends on their sum. It is sound when $D$ depends on temperature alone. Then $C_t=D(T)C_{xx}$, where subscripts denote derivatives, and for a layer far from any surface two integrations by parts give
\begin{equation}
\frac{d}{dt}\int x^2C\,dx=D\int x^2C_{xx}\,dx=2D\int C\,dx .
\end{equation}
The variance of the profile grows by $2Dt$ in each anneal, and a Gaussian stays Gaussian, so the sum fixes everything.

For an extrinsic dopant, one whose concentration is comparable with or above the intrinsic carrier density $n_i$, the diffusivity depends on concentration. It is tempting to conclude that this nonlinearity is what spoils the addition. It is not. What matters is whether the temperature dependence can be separated from the concentration dependence.

\section{Factorization makes addition exact}

Take the one-dimensional equation
\begin{equation}
C_t=\partial_x\!\left[D(C,T(t))\,C_x\right],
\label{eq:diff}
\end{equation}
with uniform temperature, zero flux at the ends, and $D$ smooth and positive. Suppose that $D=a(T)b(C)$. Define
\begin{equation}
\tau(t)=\int_0^t a(T(t'))\,dt',\qquad d\tau=a\,dt .
\end{equation}
Since $C_t=a\,C_\tau$, the factor $a$ cancels from both sides of (\ref{eq:diff}):
\begin{equation}
C_\tau=\partial_x\!\left[b(C)\,C_x\right].
\end{equation}
No temperature is left. For a given initial profile the solution is unique, so the final profile depends on the thermal history through $\tau$ alone, however strongly $b$ varies. For separate anneals $\tau=\sum_j a(T_j)t_j$. One may equally use the products $D(C_{\rm ref},T_j)t_j=b(C_{\rm ref})a(T_j)t_j$ at any fixed reference concentration, because the common factor $b(C_{\rm ref})$ does not affect a comparison. Their order is immaterial.

Anneals at one and the same temperature are a special case: $D(C,T_0)$ is then a function of $C$ only, and the times add.

\section{Without factorization there is no equivalent time}

The converse also holds. Suppose that an anneal of duration $t$ at $T_1$ can be replaced, for every initial profile, by one of duration $g(t)$ at $T_2$, where $g$ does not depend on the profile. Any rule of the form $\sum_j w(T_j)t_j$ with positive weights implies such a $g$, namely $g(t)=w(T_1)t/w(T_2)$.

Two successive anneals at $T_1$, of durations $t$ and $t'$, are one anneal of duration $t+t'$. Translated to $T_2$, the durations $g(t)+g(t')$ and $g(t+t')$ must give the same profile. A nonuniform profile never returns to an earlier state, because with zero flux at the ends
\begin{equation}
\frac{d}{dt}\int C^2dx=2\int C\,\partial_x(DC_x)\,dx=-2\int D\,C_x^2\,dx<0 .
\end{equation}
Equal profiles therefore mean equal durations, and $g(t+t')=g(t)+g(t')$. As $g$ is also nonnegative, it is nondecreasing, and a nondecreasing additive function is linear: $g(t)=rt$.

Now let $t\to0$. The changes of the profile in the two anneals, $t\,\partial_x[D(C,T_1)C_x]$ and $rt\,\partial_x[D(C,T_2)C_x]$, must agree to first order in $t$. With $G(C)=D(C,T_1)-rD(C,T_2)$ this reads
\begin{equation}
\partial_x(GC_x)=G'(C)\,C_x^2+G(C)\,C_{xx}=0
\end{equation}
for every smooth initial profile. At the top of a profile $C_x=0$, and we may choose $C_{xx}\ne0$, so $G=0$ at the peak concentration. That concentration is arbitrary. Hence $D(C,T_1)/D(C,T_2)=r$ for all $C$. If this holds for every pair of temperatures, $D$ factorizes.

To decide whether diffusivity-time products add, then, one asks whether the ratio of diffusivities at two temperatures is the same at every concentration.

\section{The diffusivity of a donor that moves in pairs}

A substitutional donor moves by pairing with a point defect. Let the donors be fully ionized and positive, and let the mobile species be a neutral pair of a donor and a singly negative defect. The pairs are rare, and the defects are in thermal equilibrium. The density of negative defects is then proportional to the electron density $n$, since each holds one extra electron, and the pair density is proportional to $Cn$. A neutral pair feels no electric force, so its flux is purely diffusive. Let $D_i(T)$ be the diffusivity for $C\ll n_i$, where $n=n_i$. This fixes the prefactor:
\begin{equation}
J=-D_i\,\partial_x\!\left(\frac{Cn}{n_i}\right).
\label{eq:flux}
\end{equation}

For nondegenerate carriers the hole density is $n_i^2/n$, and local charge neutrality reads
\begin{equation}
n-\frac{n_i^2}{n}=C,\qquad n=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2}.
\label{eq:neutral}
\end{equation}
Differentiating the first relation gives $(1+n_i^2/n^2)\,dn/dC=1$, so
\begin{equation}
\frac{dn}{dC}=\frac{n}{n+n_i^2/n}=\frac{n}{\sqrt{C^2+4n_i^2}} .
\end{equation}
The last step uses the sum of the two carrier densities, which follows from (\ref{eq:neutral}) as $2n-C$. The flux (\ref{eq:flux}) has the form $-DC_x$ with
\begin{equation}
D=D_i\frac{d}{dC}\frac{Cn}{n_i}=D_i\,\frac n{n_i}\left(1+\frac Cn\frac{dn}{dC}\right).
\end{equation}
Writing $u=C/n_i$ and $s=\sqrt{u^2+4}$, we obtain
\begin{equation}
D=D_i(T)\,F(u),\qquad F(u)=\frac{u+s}{2}\left(1+\frac us\right).
\label{eq:F}
\end{equation}
The first factor is $n/n_i$: a higher Fermi level makes more negative defects. The second lies between 1 and 2 and is called the field enhancement. In the pair picture it arises because pairs are more numerous where $n$ is higher, so that the gradient of $n$ adds to that of $C$. The added flux, $-D_i(n/n_i)\,C\,n_x/n$, is the same as that of positive donors of diffusivity $D_in/n_i$ drifting in the field $-(kT/e)\,n_x/n$ that balances the electron gradient.

Temperature enters (\ref{eq:F}) twice, through $D_i$ and through $n_i$ inside $F$. If $n_i$ were constant, $D$ would factorize and the products $D_it$ would add at any doping. The second entry causes the trouble.

\section{Where the factorization breaks}

If $D=a(T)b(C)$, then $\partial\ln D/\partial\ln C$ does not depend on temperature. In (\ref{eq:F}) this derivative is $m(u)=d\ln F/d\ln u$, and $u$ changes with $n_i$ at fixed $C$. Factorization thus requires $m$ to be constant over the values of $u$ concerned, which means $F\propto u^m$, a power law. To find $m$, use $1+u/s=(s+u)/s$:
\begin{equation}
\ln F=2\ln(u+s)-\ln s-\ln2 .
\end{equation}
With $ds/du=u/s$ one has $d\ln(u+s)/du=(1+u/s)/(u+s)=1/s$, and so
\begin{equation}
m=u\left(\frac2s-\frac u{s^2}\right)=1-\left(1-\frac us\right)^2 .
\end{equation}
This rises from 0 at low concentration to 1 at high concentration. It is not constant, and the factorization fails in between.

The failure can be read as an activation energy that depends on concentration. Let $D_i\propto e^{-E_D/kT}$, and define $E_n=kT^2\,d\ln n_i/dT$. At fixed $C$, $d\ln u/dT=-d\ln n_i/dT$, hence
\begin{equation}
E_{\rm app}=kT^2\left.\frac{\partial\ln D}{\partial T}\right|_C=E_D-m(u)\,E_n .
\label{eq:Eapp}
\end{equation}
Heating raises $D_i$, but it also raises $n_i$ and so reduces the excess $n/n_i$ at which a heavily doped region operates.

\section{Two limits with two different weights}

For $u\ll1$, $F\simeq1+u$, so $D\to D_i$ and the weight is $D_i$. As a check, the full equation was solved for a Gaussian of peak $10^{15}$ cm$^{-3}$ and standard deviation 20 nm, annealed first at 1200 K and then at 1400 K with $D_it=86.9$ nm$^2$ each. The variance should become $20^2+4\times86.9=748$ nm$^2$. The computed profile agrees with that Gaussian to $6\times10^{-5}$ of its peak.

For $u\gg1$, $s\simeq u$ and $F\to2u$, so that
\begin{equation}
D\to\frac{2D_i}{n_i}\,C .
\end{equation}
This is strongly nonlinear, yet it factorizes. Addition is restored, but with the weight $D_i/n_i$. With $dw=(2D_i/n_i)\,dt$ the equation becomes $C_w=\partial_x(CC_x)$, and it has the solution
\begin{equation}
C=\frac{A}{w^{1/3}}-\frac{x^2}{6w}\quad\text{where this is positive, and }C=0\text{ elsewhere.}
\end{equation}
Indeed $CC_x=-Ax/(3w^{4/3})+x^3/(18w^2)$, whose $x$-derivative, $-A/(3w^{4/3})+x^2/(6w^2)$, equals $C_w$. The flux vanishes at the front because $C$ does. A layer of this shape with peak $5\times10^{19}$ cm$^{-3}$ and half-width 45 nm was followed numerically, under this limiting law, through the same two anneals. It agreed with the formula, with $w$ increased by the sum of $2D_it/n_i$, to $10^{-3}$ of the final peak.

A heavily doped layer has a core in or near the second limit and a tail in the first. The core calls for one weight and the tail for the other.

\section{The arsenic layer in numbers}

For arsenic in silicon I take the rough values $D_i=20\,e^{-4.1\,{\rm eV}/kT}$ cm$^2$/s and $n_i=4\times10^{16}\,T^{1.5}e^{-0.6\,{\rm eV}/kT}$ cm$^{-3}$, with $T$ in kelvin in the power. The layer is a buried Gaussian with peak $5\times10^{19}$ cm$^{-3}$ and standard deviation 20 nm. Its edge is the distance from the centre at which $C=10^{18}$ cm$^{-3}$, initially 55.9 nm.

At 1200 K (927 $^\circ$C), $D_i=1.207\times10^{-16}$ cm$^2$/s and $n_i=5.02\times10^{18}$ cm$^{-3}$. At 1400 K (1127 $^\circ$C), $D_i=3.481\times10^{-14}$ cm$^2$/s and $n_i=1.450\times10^{19}$ cm$^{-3}$. Equal $D_it$ gives the hot time
\begin{equation}
t_{\rm hot}=7200\ {\rm s}\times\frac{1.207\times10^{-16}}{3.481\times10^{-14}}=25.0\ {\rm s}.
\end{equation}
At the initial peak $u$ is 9.95 in the cold anneal and 3.45 in the hot one, so $F$ is 19.9 and 6.93. For equal $D_it$, the cold anneal acts on the core with a diffusivity-time product larger by $19.9/6.93=2.9$.

The ratio of hot to cold diffusivity is 285 at $10^{17}$ cm$^{-3}$, 172 at $5\times10^{18}$ cm$^{-3}$ and 100 at $5\times10^{19}$ cm$^{-3}$. It depends on $C$, so by the converse above no equivalent time can serve all profiles. Dividing 7200 s by these ratios gives local equivalent times of 25, 42 and 72 s. By (\ref{eq:Eapp}), the apparent activation energy at 1200 K falls from 4.09 to 3.58 to 3.35 eV over the same concentrations.

The converse leaves open whether an equivalent time might exist for this particular profile. The solution of the full equation rules that out. The hot time that reproduces the cold anneal is 65 s judged by the peak, 58 s by the root-mean-square width and 47 s by the edge. All three lie between the 25 s of the weight $D_i$ and the 72 s of the weight $D_i/n_i$. When the peak is matched, the hot edge lies at 87.8 nm instead of 80.3 nm.

Now apply two anneals in succession, each cold or hot, each with $D_it=86.9$ nm$^2$. The sum is the same in all four schedules:
\begin{center}
\begin{tabular}{lcc}
schedule & peak ($10^{19}$ cm$^{-3}$) & edge (nm)\\
cold, cold & 1.96 & 97.8\\
cold, hot & 2.19 & 92.2\\
hot, cold & 2.18 & 88.8\\
hot, hot & 2.59 & 81.5
\end{tabular}
\end{center}
From the initial 55.9 nm the edge moves about 42 nm in the first schedule and 26 nm in the last. Halving the grid step changes the edges by at most 0.004 nm, so the differences are not numerical.

The two middle rows carry a separate message. They contain the same two anneals in opposite order, and their edges differ by 3.4 nm. A sum does not know the order of its terms, so no choice of weight $w(T)$ can describe both.

To confirm the cause within the model, the four schedules were repeated with $n_i$ held at its 1200 K value while $D_i$ kept its temperature dependence. The diffusivity was then at least as nonlinear as before, but it factorized. The four final profiles agreed to $10^{-9}$ of the peak. The same contrast appears for a continuous history. A linear ramp from 1200 to 1400 K in 60 s has the same integral of $D_i$ as 3362 s at 1200 K. With $n_i$ frozen the two profiles agree to $5\times10^{-9}$ of the peak; with the true $n_i(T)$ they differ by up to 20\% of the isothermal peak. The numerical output is printed below.

\section{How far the model can be trusted}

Several neglected effects are not negligible for these numbers.

Electron degeneracy, with a rough density-of-states mass of 1.1 electron masses, raises $D$ at the initial peak in the cold anneal by about 12\%. A rough gap narrowing of 0.05 eV, applied everywhere with $D_i$ held fixed, raises $n_i$ and weakens the enhancement. After a single anneal the cold edge moves from 80.3 to 76.7 nm and the hot edge from 69.4 to 68.5 nm. The difference between them shrinks from 10.9 to 8.2 nm but does not vanish. Ramps of 100 K/s from and to 1000 K add 3\% to the hot $D_it$. Clustering is estimated for groups of four atoms, for which the ratio of clustered to free arsenic grows as the cube of the free concentration; the ratio is taken to reach 1 at roughly $2\times10^{20}$ cm$^{-3}$. It ties up between 1 and 2\% as much arsenic as remains free at the initial peak. Local neutrality looks strained at the cold edge, where the Debye length is 2.6 nm and the concentration falls by a factor $e$ in 4.7 nm, but solving Poisson's equation instead moves the edges in the table by less than 0.1 nm.

Two assumptions are weaker. Pairs carry point defects with them, and equilibrium requires that the crystal resupply these quickly. With the rough silicon self-diffusivity used in the program, the transport by pairs at the initial peak, $D_iCn/n_i$, is about a fifth of the self-diffusion transport (self-diffusivity times atomic density) in the cold anneal and a few per cent of it in the hot one. Some departure from equilibrium is therefore to be expected in the cold case. The shifts this causes were not computed. The model also lets arsenic move only with negative defects, whereas in silicon neutral ones carry part of the transport, and that part lacks the factor $n/n_i$. If they supply, as a rough estimate, 25\% of $D_i$ at 1200 K and 11\% at 1400 K, the hot time falls from 65 to 56 s judged by the peak and from 47 to 42 s judged by the edge, and the edge after one cold anneal moves from 80.3 to 77.5 nm. The split is uncertain: another common fit puts the neutral share near 67\% and 46\%, and then the two hot times are 42 and 34 s and the cold edge lies at 72.5 nm. A share that changes with temperature also breaks the factorization by itself. With shares of 25\% and 11\% and $n_i$ frozen at its 1200 K value, the hot time is 22 s judged by the peak and 23 s judged by the edge, instead of 25 s for both. The times and edges above are therefore results of the model and not predictions to the second or the nanometre. In implanted layers, damage releases excess point defects, and the assumption of defect equilibrium breaks down altogether while they last. The present model gives no number for that.

Within the model, the conditions for adding products are clear. If $C\ll n_i$ throughout, at every temperature that matters, use $D_it$. The relative error in $D$ is about $C/n_i$, so at 1200 K it reaches 10\% near $5\times10^{17}$ cm$^{-3}$. If the temperatures are nearly equal, $n_i$ hardly changes: here $E_n=0.6\ {\rm eV}+\tfrac32kT\simeq0.76$ eV at 1200 K, which makes $n_i$ grow by about 0.6\% per kelvin. A spread of 10 K thus changes it by 6\%, and a spread of 200 K by the factor 2.9 found above. If the two-hour anneal of the arsenic layer is moved from 1200 to 1210 K, the time that reproduces its peak or its edge is 5 to 6\% longer than equal $D_it$ gives. The weight $D_i/n_i$ serves only where $C\gg n_i$ and the electrons are still nondegenerate, which can hold in the core of a layer but not in its tail. Even for an initial peak of $2\times10^{20}$ cm$^{-3}$, where clustering can no longer be neglected, the model gives a hot time of 71 s judged by the peak but 59 s judged by the edge. Degeneracy is not small there either: with the mass used above it raises $D$ at that concentration by about 55\% in the cold anneal and 41\% in the hot one, and moves the two times to 73 and 60 s. In all other cases the anneals have to be integrated in sequence, each with its own $n_i$ and starting from the profile that the previous one left.

\section*{Table of computed values}
\begin{verbatim}
D_i prefactor 20 cm^2/s, energy 4.1 eV (rough)
n_i = 4e+16 T^1.5 exp(-0.6 eV/kT) cm^-3, T in K (rough)
initial peak 5.0e+19 cm^-3, standard deviation 20 nm
edge level 1e+18 cm^-3; initial edge 55.9 nm
cold anneal: 1200 K, 7200 s; hot anneal: 1400 K, 24.97 s
D_i t of each anneal: 86.92 nm^2
cold: D_i 1.207e-16 cm^2/s, n_i 5.023e+18 cm^-3
cold, initial peak: u 9.95, F 19.91, slope m 0.9996
hot: D_i 3.481e-14 cm^2/s, n_i 1.450e+19 cm^-3
hot, initial peak: u 3.45, F 6.93, slope m 0.9818
n_i hot/cold: 2.887
C 1e+17 cm^-3: D hot/cold 284.6, apparent energy at 1200 K 4.085 eV
C 5e+18 cm^-3: D hot/cold 171.6, apparent energy at 1200 K 3.577 eV
C 5e+19 cm^-3: D hot/cold 100.4, apparent energy at 1200 K 3.345 eV
intrinsic limit, error against Gaussian: 5.9e-05 of peak
strongly extrinsic limit, error against exact: 9.5e-04 of peak
60 s ramp 1200 to 1400 K, equal-budget time at 1200 K: 3362 s
ramp vs isothermal, n_i frozen: 4.4e-09 of peak
ramp vs isothermal, n_i(T): 20.3 % of peak
four schedules, n_i frozen, largest difference: 7.3e-10 of peak
cold-cold: peak 1.956e+19 cm^-3, edge 97.78 nm, rms 43.63 nm
cold-hot: peak 2.188e+19 cm^-3, edge 92.21 nm, rms 39.72 nm
hot-cold: peak 2.176e+19 cm^-3, edge 88.78 nm, rms 39.31 nm
hot-hot: peak 2.589e+19 cm^-3, edge 81.53 nm, rms 34.12 nm
edge change on halving the grid step: 0.004 nm
order effect, largest profile difference: 2.32 % of peak
one cold anneal: peak 2.396e+19 cm^-3, edge 80.30 nm, rms 35.55 nm
one hot anneal: peak 3.099e+19 cm^-3, edge 69.40 nm, rms 28.54 nm
hot time from equal D_i t: 24.97 s
hot time from equal D_i t/n_i: 72.09 s
hot time that matches the cold peak: 65.28 s
hot time that matches the cold edge: 47.13 s
hot time that matches the cold rms width: 57.51 s
largest change of these times on halving the grid step: 0.004 s
hot edge when the peak is matched: 87.79 nm
neglected: degeneracy changes D at cold initial peak by 12 %
neglected: gap narrowing 0.05 eV (rough, uniform), edges cold 76.7, hot 68.5 nm
neglected: ramps at 100 K/s from and to 1000 K add 3.1 % to hot D_i t
neglected: pair/self-diffusion transport (rough), cold 0.22, hot 0.033
neglected: Debye length at cold edge 2.6 nm, profile decay length there 4.7 nm
neglected: clustered/free ratio, 4-atom law, limit 2e+20 cm^-3 (rough): 1.6 %
\end{verbatim}
